# Third Charge Cumulant of a Diffusive Wire at Zero Temperature

A wire of 13.0 ohm, biased at 0.3 mV, passes on average $1.438\times10^6$ electrons in 10 ns. In the ideal diffusive model at zero temperature, with end effects of the time window dropped, the standard deviation of this number is 692. Independent arrivals with the same mean would give its square root, about 1200. The third cumulant is $9.59\times10^4$, whereas independent arrivals would give $1.438\times10^6$. The variance is thus one third of the mean and the third cumulant one fifteenth. Both fractions follow from one function, which contains neither the length of the wire nor its material.

## Counting convention and one channel

The algebra uses atomic units, $e=\hbar=1$, so $V$ is both a voltage and an energy. Let $n$ be the net number of electrons transferred in the bias direction during time $t$. Its generating function and cumulants are

$$\chi(\lambda)=\langle e^{i\lambda n}\rangle,\qquad \ln\chi=\sum_{k\ge1}\kappa_k\frac{\mu^k}{k!},\qquad \mu=i\lambda .$$

Here $\kappa_1$ is the mean, $\kappa_2$ the variance and $\kappa_3=\langle(n-\langle n\rangle)^3\rangle$.

Electrons are taken as noninteracting, with transmissions constant over the bias window. At zero temperature the source fills this window and the drain leaves it empty. One channel of one spin has $Vt/2\pi$ orthogonal wave packets in the energy-time area $Vt$, each occupied by one electron. A packet leaves as a superposition of a transmitted packet, with probability $T$, and a reflected one, with probability $1-T$. Outgoing packets from different attempts stay orthogonal, so their counts are independent. Each attempt contributes the factor $1-T+Te^{i\lambda}$. End effects of the time window are dropped, which requires $Vt\gg2\pi$. If the transmissions vary with energy, the logarithm in (1) below is integrated over the bias window instead, and $t$ must also be long compared with the time an electron needs to cross the conductor. Using the transmission eigenvalues $T_n$ and two spins,

$$\ln\chi=\frac{Vt}{\pi}\sum_n\ln(1+T_nz),\qquad z=e^{i\lambda}-1. \tag{1}$$

The term linear in $\mu$ gives the mean

$$\bar N=\frac{Vt}{\pi}g=GVt,\qquad g=\sum_nT_n,\qquad G=\frac g\pi .$$

## Transmission density

The premise for a long diffusive wire is the density

$$\rho(T)=\frac{g}{2T\sqrt{1-T}} .$$

It applies to leading order in large $g$, for a length $L$ far above the mean free path $\ell$ and far below the localization length. It has an integrable peak at $T=1$ and many nearly closed channels. Their number is made finite by a cutoff at small $T$.

Put $T=1/\cosh^2x$. Then $\sqrt{1-T}=\tanh x$ and $|dT|=2\tanh x\,dx/\cosh^2x$, so

$$\rho(T)|dT|=\frac{g\cosh^2x}{2\tanh x}\,\frac{2\tanh x}{\cosh^2x}\,dx=g\,dx .$$

The density is uniform in $x$. Since $\int_0^\infty dx/\cosh^2x=1$, it has the required sum $g$. If the wire has $N$ channels, the cutoff is at $x_c=N/g$, which is of order $L/\ell$ because $g$ is of order $N\ell/L$. Beyond it the logarithm is about $4ze^{-2x}$, so extending the integral to infinity adds about $2ze^{-2x_c}$. This is negligible for a long wire.

The density is not derived here, but a scattering calculation shows how closely a finite system follows it. Take 70 channels and 30 slices, each transmitting every channel with probability 0.8. Between slices, independent random unitary matrices mix the right-moving and the left-moving waves. Combining the scattering matrices with all multiple reflections gives the eigenvalues $T_n$. Over 50 samples the mean of $g$ was 8.19. The ratio $\kappa_2/\kappa_1$ was $0.338\pm0.002$ and $\kappa_3/\kappa_1$ was $0.0713\pm0.0013$, with standard errors. The second ratio exceeds $1/15$ by about 7%, or 3.5 standard errors. Much of this excess comes from the finite length: in the limit of many channels, the same 30 slices give 0.0697, which is 4.5% above $1/15$. The remaining difference is 1.2 standard errors and may be statistical.

## The average

The quantity averaged is $\ln\chi$, a sum over the many channels of one wire. Averaging $\chi$ itself over wires would mix in their different conductances. Equation (1) becomes

$$\ln\chi=\bar N J(z),\qquad J(z)=\int_0^\infty\ln\!\left(1+\frac{z}{\cosh^2x}\right)dx .$$

First let $z>0$. Differentiate under the integral and put $u=\tanh x$, for which $du=dx/\cosh^2x$ and $1/\cosh^2x=1-u^2$:

$$J'(z)=\int_0^1\frac{du}{1+z(1-u^2)}
=\frac1{1+z}\int_0^1\frac{du}{1-c^2u^2},\qquad c^2=\frac z{1+z}.$$

The last integral is $\operatorname{artanh}(c)/c$. Now set $z=\sinh^2\theta$ with $\theta>0$. Then $1+z=\cosh^2\theta$, $c=\tanh\theta$ and $\operatorname{artanh}c=\theta$, so

$$J'(z)=\frac{\theta}{\sinh\theta\cosh\theta},\qquad
\frac{dJ}{d\theta}=J'(z)\,2\sinh\theta\cosh\theta=2\theta .$$

Because $J=0$ at $\theta=0$, integration gives $J=\theta^2$. Hence

$$\boxed{\ln\chi(\lambda)=\bar N\,\operatorname{arcsinh}^2\sqrt{e^{i\lambda}-1}},\qquad |\lambda|<\pi . \tag{2}$$

The step from positive to complex $z$ is analytic continuation. The integral is analytic unless $1+Tz=0$ for some $0<T\le1$, that is, unless $z$ is real and $z\le-1$. The squared inverse function is analytic in the same cut plane. It is even in $\sqrt z$, so the sign of the root does not matter and $z=0$ is no branch point. The path $z=e^{i\lambda}-1$ is a circle of radius 1 about $-1$. It meets the cut at $z=-2$, where $\lambda=\pm\pi$.

Outside this interval, reduce $\lambda$ by multiples of $2\pi$, since $n$ is an integer. The smooth average then has a phase jump at $\lambda=\pi$. There $\theta=\ln(1+\sqrt2)\pm i\pi/2$, so $\operatorname{Re}J=\ln^2(1+\sqrt2)-\pi^2/4<0$. The modulus of $\chi$ is exponentially small in $\bar N$, and the jump has no practical weight for a large mean count.

## Cumulants

Expanding the logarithm under the integral gives

$$J=zM_1-\frac{z^2}{2}M_2+\frac{z^3}{3}M_3-\frac{z^4}{4}M_4+\cdots,$$

$$M_k=\int_0^\infty\frac{dx}{\cosh^{2k}x}=\int_0^1(1-u^2)^{k-1}du .$$

The first four integrals are

$$M_1=1,\quad M_2=1-\tfrac13=\tfrac23,\quad M_3=1-\tfrac23+\tfrac15=\tfrac8{15},\quad M_4=1-1+\tfrac35-\tfrac17=\tfrac{16}{35}.$$

Therefore

$$J=z-\frac{z^2}{3}+\frac{8z^3}{45}-\frac{4z^4}{35}+\cdots . \tag{3}$$

With $z=e^\mu-1$, through fourth order,

$$z=\mu+\frac{\mu^2}{2}+\frac{\mu^3}{6}+\frac{\mu^4}{24},\quad
z^2=\mu^2+\mu^3+\frac{7\mu^4}{12},\quad
z^3=\mu^3+\frac{3\mu^4}{2},\quad z^4=\mu^4 .$$

The coefficients of $\mu^2$, $\mu^3$ and $\mu^4$ in $J$ are

$$\frac12-\frac13=\frac16,\qquad
\frac16-\frac13+\frac8{45}=\frac1{90},\qquad
\frac1{24}-\frac7{36}+\frac4{15}-\frac4{35}=-\frac1{2520}.$$

Multiplication by $2!$, $3!$ and $4!$ gives

$$\kappa_2=\frac{\bar N}{3},\qquad \boxed{\kappa_3=\frac{\bar N}{15}},\qquad \kappa_4=-\frac{\bar N}{105}. \tag{4}$$

In ordinary units, let $q$ be the signed carrier charge and $Q=qn$. Then

$$\langle\!\langle Q^3\rangle\!\rangle=q^3\kappa_3=\frac{q^2\langle Q\rangle}{15}.$$

The factor is $q^2=e^2$ for either sign of charge, and the third cumulant has the sign of the mean charge.

Channels of high and low transmission contribute with opposite signs, which accounts for part of the reduction. For one attempt the coefficient of $\mu^3/3!$ in $\ln(1+Tz)$ is

$$T-3T^2+2T^3=T(1-T)(1-2T).$$

It is positive for $T<1/2$, where transmission is the rarer outcome, and negative for $T>1/2$, where reflection is rarer. With $T=1-u^2$ and $dx=du/T$, its integral up to $u$ is

$$\int_0^u(-v^2+2v^4)dv=-\frac{u^3}{3}+\frac{2u^5}{5}.$$

At $T=1/2$, $u=1/\sqrt2$ and the result is $-1/(15\sqrt2)$. This is the share of the more open channels. The others contribute $(1+1/\sqrt2)/15$, and the sum is $1/15$. If all channels had $T\ll1$, the cubic would reduce to $T$ and $\kappa_3=\kappa_1$. If all had $T=1$, it would vanish.

## Finite temperature

At finite temperature electrons also arrive from the drain. Let $f_L$ and $f_R$ be the source and drain occupations at energy $E$. An attempt transfers $+1$ with probability $Tf_L(1-f_R)$ and $-1$ with probability $Tf_R(1-f_L)$. In (1), the factor $V$ is replaced by an integral over $E$, with

$$w=f_L(1-f_R)(e^\mu-1)+f_R(1-f_L)(e^{-\mu}-1)$$

in place of $z$. The same average over $T$ gives

$$\ln\chi=\frac{gt}{\pi}\int J(w)\,dE .$$

Define $a=f_L-f_R$ and $b=f_L(1-f_R)+f_R(1-f_L)$. Then $w=a\mu+b\mu^2/2+a\mu^3/6+\cdots$. The cubic coefficient of $J(w)$ follows from (3):

$$\frac a6-\frac{ab}{3}+\frac{8a^3}{45}.$$

After multiplication by $3!$ and division by the mean, for which $\int a\,dE=V$,

$$\frac{\kappa_3}{\kappa_1}=\frac1V\int\left(a-2ab+\frac{16}{15}a^3\right)dE . \tag{5}$$

For $V\gg kT$ the two Fermi edges are separate. At the upper edge $a=b=f$; at the lower one $a=b=1-f$. Use $dE=-kT\,df/[f(1-f)]$. Each edge then has

$$\int f(1-f)\,dE=kT,\qquad
\int(f-f^3)\,dE=kT\int_0^1(1+f)\,df=\frac32kT .$$

Thus $\int ab\,dE=V-2kT$ and $\int a^3dE=V-3kT$, up to terms exponentially small in $V/kT$. Substitution in (5) yields

$$\frac{\kappa_3}{\kappa_1}=1-2+\frac{16}{15}+\left(4-\frac{16}{5}\right)\frac{kT}{V}
=\frac1{15}+\frac45\frac{kT}{V}. \tag{6}$$

Relative to $1/15$, the correction is $12kT/V$.

In the opposite limit $V\ll kT$, $a\simeq V(-df/dE)$ and $b\simeq2f(1-f)$. Hence $\int ab\,dE=2V\int_0^1f(1-f)df=V/3$, while $\int a^3dE$ is of order $V^3$. The ratio tends to $1-2/3=1/3$.

## Resistance in series

Equation (2) assumes a fixed voltage across the wire. A series load $Z$ lowers that voltage when the current rises. Suppose that the load adds no noise, and that the voltage $v$ on the node between load and wire varies slowly compared with electron transport. With source voltage $V_0$, wire resistance $R$ and node capacitance $C$,

$$C\,dv=\frac{V_0-v}{Z}\,dt-dn .$$

At fixed $v$ and zero temperature, the generating rate is $vF(\mu)/R$, where $F(\mu)=\operatorname{arcsinh}^2\sqrt{e^\mu-1}$. To find the long-time growth of $\langle e^{\mu n}\rangle$, weight $v$ as well and follow $\langle e^{\mu n+\beta v}\rangle$. In time $dt$ the exponent changes by

$$\left(\mu-\frac\beta C\right)dn+\frac{\beta(V_0-v)}{ZC}\,dt .$$

Averaging over $dn$ gives the growth rate

$$\frac vR F\!\left(\mu-\frac\beta C\right)+\frac{\beta(V_0-v)}{ZC}.$$

A steady rate cannot depend on $v$, which fixes $\beta$ by $F/R=\beta/(ZC)$. With $\zeta=Z/R$ and $\Lambda=\mu-\beta/C$, this means

$$\Lambda+\zeta F(\Lambda)=\mu,\qquad \text{rate}=\frac{V_0}{R}F(\Lambda). \tag{7}$$

The capacitance has dropped out. Put $s=1+\zeta$. Equation (4) gives $F=\Lambda+\Lambda^2/6+\Lambda^3/90$ through third order, so

$$\mu=s\Lambda+\frac{\zeta}{6}\Lambda^2+\frac{\zeta}{90}\Lambda^3 .$$

Solving order by order,

$$\Lambda=\frac\mu s-\frac{\zeta}{6s^3}\mu^2+\left(\frac{\zeta^2}{18s^5}-\frac{\zeta}{90s^4}\right)\mu^3 .$$

Since $F=(\mu-\Lambda)/\zeta$, its linear coefficient is $1/s$ and its cubic coefficient is $1/(90s^4)-\zeta/(18s^5)$. Six times the latter, divided by $1/s$, is

$$\frac{\kappa_3}{\kappa_1}=\frac1{15s^3}-\frac{\zeta}{3s^4}
=\frac{1-4\zeta}{15(1+\zeta)^4}. \tag{8}$$

For small $\zeta$ this is $(1-8\zeta)/15$. At $\zeta=1/4$ the third cumulant vanishes, and for a larger quiet load it is negative. Voltage bias therefore requires $8Z/R\ll1$, a stronger condition than $Z<R$.

## A silver-like wire

The wire is 1000 nm long, 100 nm wide and 30 nm thick. Its diffusion constant, $D=100$ cm²/s, and Fermi energy, $E_F=5.5$ eV, are rough values for a silver film. In ordinary units the free-electron formulas are

$$n_e=\frac{(2mE_F)^{3/2}}{3\pi^2\hbar^3},\qquad \nu=\frac{3n_e}{2E_F},\qquad R=\frac{L}{e^2\nu DA},$$

with $A$ the cross-section and $\nu$ the density of states including spin. They give $R=13.02$ ohm. The mean free path $3D/v_F$ is 21.6 nm, so $L/\ell$ is about 46. The transmission sum is $g=h/(2e^2R)=991$.

The current is $0.3\ \text{mV}/13.02\ \text{ohm}=23.04$ µA. In 10 ns each channel and spin has $eVt/h=725.4$ attempts. The mean count is $2\times991.1\times725.4=1.438\times10^6$. The opening numbers are then $\sqrt{\bar N/3}=692$ and $\bar N/15=9.59\times10^4$.

The skewness is $\kappa_3/\kappa_2^{3/2}=2.89\times10^{-4}$, so the histogram is nearly Gaussian. For a Gaussian variable $y$ of unit variance, the leading sampling error of the skewness comes from $y^3-3y$, whose variance is $15-18+9=6$. With $M$ independent windows, the error is $\sqrt{6/M}$. It equals the signal at $M\approx7\times10^7$, or 0.7 s of data from an ideal noiseless counter.

At 0.02 K, $eV/kT=174.1$. With the load set to zero, (6) gives $\kappa_3/\kappa_1=0.0713$, which is 6.9% above $1/15$. At zero temperature with a load of 0.05 ohm, $\zeta=0.00384$ and (8) gives 0.0646, which is 3.0% below. To first order in both effects the net shift is about +4%.

Other neglected effects have the following sizes:

- **Energy dependence.** The bias energy is 46 times $\hbar D/L^2$, so the individual $T_n$ vary across the bias window. Their density is the same at each energy, and the counting time is 100 diffusion times $L^2/D$. The integral over energy therefore still gives (2).
- **Ends of the time window.** At zero temperature these terms grow as $g\ln(Vt)$ rather than as $gVt$. For 725 attempts, counting only the electrons in the bias window, they raise $\kappa_2$ by about 0.3% and $\kappa_3$ by about 0.8%. The standard deviation then moves from 692 to 693 and the third cumulant from $9.59\times10^4$ to about $9.66\times10^4$.
- **Finite length.** The wire has $N/g\approx35$. In the many-channel limit of the slice model above, this value (136 slices) gives $\kappa_3/\kappa_1$ about 0.3% above $1/15$. This sets the scale only, since the slice model is not a three-dimensional wire.
- **Finite conductance.** Corrections to the cumulant ratios scale as $1/g$. In the 50 random samples above, the standard error of 0.0013 corresponds to a spread of 0.009 in $\kappa_3/\kappa_1$ between samples, or about $0.08/g$. For the wire this scale is about 0.1% of $1/15$.
- **Electron-electron scattering.** Estimate its rate as the level spacing of a segment of length $\xi=\sqrt{\hbar D/eV}$, divided by $\hbar$. The time is then $\hbar\nu A\xi=4.7$ ns, against a diffusion time $L^2/D=0.1$ ns. Their ratio, 0.02, suggests that few electrons exchange energy on the way, but the estimate is good only to order of magnitude. The third cumulant is sensitive to such exchange: if the electrons thermalized fully among themselves, with cold contacts, $\kappa_3/\kappa_1$ would be 0.248. Two percent of the change from $1/15$ to this value is already about 5% of $1/15$, so the effect may be comparable with the thermal correction.
- **Phonon cooling.** At mid-wire the occupation is 1/2 throughout the bias window, with excess energy $\nu(eV)^2/8$ per volume. A Fermi function has $\nu\pi^2(kT_e)^2/6$. Equating them gives $kT_e=\sqrt3\,eV/(2\pi)$, or 0.96 K. With a rough coupling $\Sigma=2\times10^9$ W/(m³K⁵), the power $\Sigma ALT_e^5$ is 0.07% of the Joule power.

Two of the settings are demanding: contacts with electrons at 0.02 K under bias, and a load of 0.05 ohm. One square of the same film already has 1.3 ohm, so the leads must be much thicker than the wire. At fixed bias, contacts at 0.05 K would raise the thermal correction to about 17%. A 50 ohm line has $\zeta=3.84$. Even if it were noiseless, (8) would give a ratio of about $-0.002$, with the opposite sign to the intrinsic value. Its own thermal noise would require a further term. A measured third cumulant must therefore be modelled with its circuit before it is compared with $1/15$.

## Numerical use

For (2), evaluate $e^\mu-1$ with a routine that is accurate at small $\mu$, then take the complex root and inverse function on their principal branches. A reference value is $J=-0.167070+0.988808i$ at $\lambda=1$.

Repeated finite differences lose digits in high cumulants. Cauchy's formula on a circle loses them more slowly:

$$\frac{\kappa_k}{\bar N}=\frac{k!}{M}\sum_{j=1}^{M}\frac{F(\mu_j)}{\mu_j^k},\qquad \mu_j=re^{2\pi i(j-1/2)/M}.$$

The principal-branch formula jumps at $\mu=\pm i\pi$, so $r$ must be below $\pi$. The function itself is regular there: since $\cosh^2\theta=e^\mu$, it equals $\operatorname{arcosh}^2(e^{\mu/2})$, whose nearest singularities, at $e^{\mu/2}=-1$, are $\mu=\pm2\pi i$. With $r=1$ and $M=64$, the error from the finite sum is therefore at most of order $(2\pi)^{-64}$, far below double-precision rounding. Rounding itself grows with the order, roughly as $(2\pi/r)^k$ relative to $\kappa_k$. At $r=1$ the relative error is about $10^{-9}$ at $k=8$ and $10^{-2}$ at $k=16$, so high orders need a larger circle; at $r=3$ it is below $10^{-7}$ at $k=20$. For a small load, solve (7) at each point by repeating $\Lambda\leftarrow\mu-\zeta F(\Lambda)$, starting from $\Lambda=\mu$, and use $F(\Lambda)$ in the sum. The result is then normalized by $V_0t/R$, so $\kappa_3$ must be divided by the computed $\kappa_1$ to obtain (8).
